# Order of A and E levels in the threefold hindered rotor, part 2

A top with a threefold axis turns through the torsional angle $\gamma$, measured from a potential minimum. In Hartree atomic units ($\hbar=m_e=1$, energies in $E_h$), with $p=-i\,d/d\gamma$ and constant reduced moment of inertia $I$,

$$H=Fp^2+V(\gamma),\qquad F=\frac{1}{2I},\qquad V(\gamma)=\frac{V_3}{2}\,(1-\cos 3\gamma),\qquad V_3\ge 0 .$$

With $x=(3\gamma+\pi)/2$ and $y(x)=\psi(\gamma)$, $H\psi=E\psi$ becomes Mathieu's equation

$$y''+(a-2q\cos 2x)\,y=0,\qquad q=\frac{V_3}{9F},\qquad a=\frac{4E}{9F}-2q,\qquad E=\frac{9F}{4}(a+2q).$$

The reduced barrier is $s=4q$; the barrier top is $a=2q$.

The shift $(C_3\psi)(\gamma)=\psi(\gamma+2\pi/3)$ has eigenvalues $e^{i\theta}$, $\theta=2\pi\sigma/3$. Species A is $\sigma=0$; E is the degenerate pair $\sigma=\pm1$. In the basis $e^{im\gamma}$, $m=3k+\sigma$, with $\nu=\theta/\pi$, the coefficients obey (Section 3)

$$\left[(2k+\nu)^2-a\right]c_k-q\,(c_{k-1}+c_{k+1})=0 .$$

The free rotor has $E=Fm^2$. Within each block, $v=0,1,\dots$ counts eigenvalues upward with multiplicity. They form bands $a_v(\theta)$, $0\le\theta\le\pi$, with $a_A=a_v(0)$ and $a_E=a_v(2\pi/3)$; the energies are $E_{vA}$, $E_{vE}$.

Section 4: solutions $y_1,y_2$ have $(y,y')=(1,0),(0,1)$ at $x=0$. The matrix $M$ carries $(y,y')$ from $x=0$ to $\pi$, $\det M=1$, $D=\operatorname{tr}M$, and

$$D(a)=2\cos\theta .$$

Section 5, with $D'=dD/da$:

$$D'(a)=\int_0^\pi\left[-M_{12}\,y_1^2+(M_{11}-M_{22})\,y_1y_2+M_{21}\,y_2^2\right]dx .$$

Section 6: $D>2$ for $a<-2q$. For $0<\theta<\pi$,

$$\operatorname{sign}D'(a_v(\theta))=(-1)^{v+1},$$

$$\frac{da_v}{d\theta}=-\frac{2\sin\theta}{D'(a_v)},$$

so $(-1)^va_v(\theta)$ increases strictly, and

$$(-1)^v\,(E_{vE}-E_{vA})>0 .$$

Section 7: for the cosine potential with $q>0$, the A levels in order of $v$ are the integer-order characteristic values $a_0,b_2,a_2,b_4,a_4,\dots$ (here subscripts are Mathieu orders, not $v$), with parity $(-1)^v$ in $\gamma$. At small $q$ the leading gaps $a_{2n}-b_{2n}$ are $2q^2/4$ for $n=1$ and $2q^4/(12\cdot16\cdot12)$ for $n=2$.

## 8. Deep wells: the hopping integral and the three-quarter rule

Let $a_c=a_v(\pi/2)$ be the band centre, $D(a_c)=0$, and let $D'$, $D''$ be taken there. Expand $D=D'\,(a-a_c)+\tfrac12D''(a-a_c)^2+\dots$. Solving for the linear term gives $a-a_c=D/D'-(D''/2D')(a-a_c)^2$, and inserting $a-a_c\approx D/D'$ on the right, with $D=2\cos\theta$,

$$a_v(\theta)=a_c+2t\cos\theta+\beta\cos^2\theta+\dots,\qquad t=\frac{1}{D'},\qquad \beta=-\frac{2D''}{D'^{\,3}} .$$

At $\theta=0,\ 2\pi/3,\ \pi$ the cosine is $1,-\tfrac12,-1$, so to this order

$$a_E-a_A=-3t-\tfrac34\beta,\qquad a_v(\pi)-a_v(0)=-4t .$$

By Section 6, $t$ has the sign $(-1)^{v+1}$. The band width is $W=4|t|$, and

$$\frac{a_E-a_A}{W}=(-1)^v\,\frac34\left(1+\frac{\beta}{4t}\right),\qquad \frac{\beta}{4t}=-\frac{t}{2}\,\frac{D''}{D'} .$$

The correction is small when the band is narrow compared with the scale $|D'/D''|$ on which the slope of $D$ changes. This happens far below the barrier, where solutions grow across the barrier and $|D'|$ is large. In energy units $t$ is multiplied by $9F/4$.

The form $a_c+2t\cos\theta$ is the spectrum of a model with one state per well and a matrix element $t$ between neighbours: on three sites the vector $(1,e^{i\theta},e^{2i\theta})$ has eigenvalue $a_c+t(e^{i\theta}+e^{-i\theta})$, which puts A at $+2t$ and E at $-t$. The splitting is $3|t|$, not the $2|t|$ of a double well on a line, where a single barrier joins the two wells. A twofold rotor, whose two wells are joined through two barriers on the ring, samples $\theta=0$ and $\pi$ and splits by the full width $4|t|$. The sign has a picture. For even $v$, the tails of neighbouring well states have the same sign under the barrier, and their in-phase sum, the A state, has no node there and lies lowest. For odd $v$, the right lobe of one well faces the left lobe of the next, which has the opposite sign, so the in-phase sum has a node at the barrier top and lies highest.

In the same limit the ratio of each band centre to the harmonic level $(v+\tfrac12)\omega$ tends to 1, while their difference tends to the constant anharmonic shift given in Section 11, which does not depend on $V_3$. Near $\gamma=0$, $1-\cos3\gamma\approx\tfrac92\gamma^2$ and $V\approx\tfrac94V_3\gamma^2$. With mass $I=1/(2F)$, $\tfrac12I\omega^2=\tfrac94V_3$ gives $\omega^2=9FV_3$, $\omega=3\sqrt{FV_3}$.

## 9. Range of validity

Sections 4 to 6 hold for any continuous real potential of period $2\pi/3$, after a constant is added to make $V\ge0$. Terms in $\cos6\gamma$ or $\sin6\gamma$ destroy the Mathieu form but not the alternation, nor the E degeneracy, which needs only a real $H$ with the threefold symmetry. For $V/F=20(1-\cos3\gamma)+9(1-\cos6\gamma)+7\sin6\gamma$, which has no mirror symmetry, the computed $(E_{vE}-E_{vA})/F$ for $v=0$ to 4 are $+0.008701$, $-0.9246$, $+3.081$, $-8.92$, $+11.65$.

The statement fails or changes in three situations. If the kinetic term is $F(p-\lambda)^2$ with a constant $\lambda$, the form produced by coupling to rotation about the top axis, then the matrix diagonal is $F(3k+\sigma-\lambda)^2$ and the block $\sigma$ samples the band at $\theta=2\pi(\sigma-\lambda)/3$. The bands are unchanged, even in $\theta$, of period $2\pi$ and monotonic on $[0,\pi]$, but unless $\lambda$ is a multiple of $3/2$ (where $\sin(2\pi\lambda/3)=0$) the pair $\sigma=\pm1$ splits and $\sigma=0$ no longer sits at a band edge, so its order relative to the others depends on $\lambda$. At odd multiples of $3/2$ the pair stays degenerate, but $\sigma=0$ sits at the opposite edge $\theta=\pi$ and the order is reversed. If the threefold symmetry is broken, as in a partly deuterated methyl group, $\sigma$ is not a quantum number. If the torsion is mixed with another vibration, the problem is no longer a single second-order equation, the $2\times2$ matrix $M$ does not exist, and a near-resonant level can reverse a small splitting.

## 10. Implementation

Build the real symmetric tridiagonal matrix with diagonal $(2k+\nu)^2$ and off-diagonal $-q$ for $|k|\le K$, diagonalize it for $\nu=0$ and $\nu=2/3$, and convert with $E=\tfrac{9F}{4}(a+2q)$. For $(2k+\nu)^2\gg|a|,q$ the recurrence gives $|c_k/c_{k-1}|\approx q/(2k+\nu)^2$ for the decaying solution, so convergence is faster than geometric once $2K$ is well above $\sqrt{|a|+2q}$. The values below use $K=20$.

Assign $v$ by sorting inside each block. Pairing an A level with its nearest E level can fail above the barrier, even close to the top (for $v=4$ it fails up to about $q=7.35$, where the A level lies at only about $1.14\,V_3$): for the free rotor the $v=2$ A level at $9F$ is nearer the $v=1$ E level at $4F$ than its own partner at $16F$. Labelling by the dominant $m$ can fail below the barrier, where a state localized in the wells spreads over several $m$ of comparable weight. The sorted E block correlates with $m=1,-2,4,-5,\dots$, with alternating sign of $m$.

A splitting obtained as a difference of eigenvalues can have an absolute error as large as about machine precision times the largest diagonal element, $(2K)^2$, so an oversized basis can cost accuracy for high barriers. Solving $D=2$ and $D=-1$ separately removes the dependence on $K$, but it still subtracts two numbers of size $|a|$, so its error cannot fall much below machine precision times $|a|$. When the splitting nears that level, any route that subtracts two levels needs extended precision. The estimate $-3/D'$ of Section 8 subtracts no levels. In deep wells $D'$ is large and changes little over an interval of $a$ much wider than the band, so a central difference of $D$ over such an interval gives it, and hence the splitting, in ordinary double precision. For moderate barriers $D'$ can also be had from Section 5 by integrating $y_1^2$, $y_1y_2$ and $y_2^2$ along with the solutions, but in double precision this route loses its accuracy at very high barriers ($q$ of order 100 for $v=0$). Routines for integer-order characteristic values give the A levels and, through the odd orders, the $\theta=\pi$ band edges, but no E level.

## 11. Worked example

The inputs are chosen, and are roughly those of a methyl group: $I=20000\ m_ea_0^2$ and $V_3=1.8\times10^{-3}\ E_h=395.05$ cm$^{-1}$, with $1\ E_h=219474.63$ cm$^{-1}=6579683.9$ GHz. Then

$$F=\frac{1}{2\times20000}=2.5\times10^{-5}\ E_h=5.4869\ \text{cm}^{-1},\qquad q=\frac{1.8\times10^{-3}}{9\times2.5\times10^{-5}}=8,\qquad s=32 .$$

The energy unit is $9F/4=5.625\times10^{-5}\ E_h$, the barrier top is $a=16$, and the matrix elements are $V_3/2=9.0\times10^{-4}\ E_h$ and $-V_3/4=-4.5\times10^{-4}\ E_h$. Diagonalization gives:

| $v$ | $a_A$ | $a_E$ | $E_A$/cm$^{-1}$ | $E_E$/cm$^{-1}$ |
|---|---|---|---|---|
| 0 | −10.6067292 | −10.6057086 | 66.5823 | 66.5949 |
| 1 | −0.3893618 | −0.4244275 | 192.7203 | 192.2874 |
| 2 | 8.1152388 | 8.5414785 | 297.7134 | 302.9755 |
| 3 | 17.1825278 | 14.7002602 | 409.6532 | 379.0085 |
| 4 | 19.2527051 | 23.4311700 | 435.2104 | 486.7955 |

For $v=0$, $E_A=5.625\times10^{-5}\times(16-10.6067292)=3.03371\times10^{-4}\ E_h$. The splitting is $a_E-a_A=0.0010206$, or $5.625\times10^{-5}\times0.0010206=5.741\times10^{-8}\ E_h$, which is $0.012601$ cm$^{-1}$ or $0.37776$ GHz. At the band centre $a_c=-10.6060489$ the slope is $D'=-2938.81$, so $t=5.625\times10^{-5}/(-2938.81)=-1.91404\times10^{-8}\ E_h$ and $-3t=5.74213\times10^{-8}\ E_h$, against the exact $5.74135\times10^{-8}\ E_h$. The band width is $7.65617\times10^{-8}\ E_h$ and the ratio is $5.74135/7.65617=0.74990$.

| $v$ | $(E_E-E_A)/E_h$ | $-3t/E_h$ | ratio to width | $D'(a_E)$ |
|---|---|---|---|---|
| 0 | $+5.74135\times10^{-8}$ | $+5.74213\times10^{-8}$ | +0.74990 | −2938.02 |
| 1 | $-1.97245\times10^{-6}$ | $-1.96499\times10^{-6}$ | −0.75278 | +86.5172 |
| 2 | $+2.39760\times10^{-5}$ | $+2.47852\times10^{-5}$ | +0.71676 | −6.24127 |
| 3 | $-1.39628\times10^{-4}$ | $-1.07067\times10^{-4}$ | −0.82724 | +1.83858 |
| 4 | $+2.35039\times10^{-4}$ | $+2.10365\times10^{-4}$ | +0.59964 | −0.648132 |

The signs of the splitting and of $D'(a_E)$ follow Section 6 in every row, and the A parities are $+,-,+,-,+$. The hopping estimate is good for $v=0$ and 1, a few per cent high for $v=2$, and only of the right size for $v=3$ and 4. For $v=0$ the ratio approaches $3/4$ as the barrier rises: 0.747920, 0.749899 and 0.749999 at $q=4$, 8 and 16.

The band $v=3$ straddles the barrier. Its E level at 379.0085 cm$^{-1}$ lies below the top at 395.05 cm$^{-1}$ and its A level at 409.6532 cm$^{-1}$ lies above. That A level is closer to the $v=4$ A level, $435.2104-409.6532=25.5572$ cm$^{-1}$, than to its own E partner, 30.645 cm$^{-1}$ away. The two A levels are the pair $b_4,a_4$, which become the free-rotor states $m=\pm6$ as $V_3\to0$. Grouping neighbouring levels into one $v$ without regard to symmetry would wrongly put these two A levels together. The nearest E level of each is still its own partner, though only narrowly for $v=4$: 51.585 cm$^{-1}$ against $435.2104-379.0085=56.2019$ cm$^{-1}$ to the $v=3$ E level.

The harmonic quantum is $3\sqrt{2.5\times10^{-5}\times1.8\times10^{-3}}=6.36396\times10^{-4}\ E_h=139.67$ cm$^{-1}$. The actual fundamental is $192.7203-66.5823=126.1380$ cm$^{-1}$ for A and $192.2874-66.5949=125.6925$ cm$^{-1}$ for E, lower because the cosine well is softer than its parabola: the next term of $V$ is $-\tfrac{27}{16}V_3\gamma^4$, the harmonic average is $\langle\gamma^4\rangle=\tfrac34(2v^2+2v+1)/(I\omega)^2=F(2v^2+2v+1)/(3V_3)$, and the first-order shift $-\tfrac{9}{16}F(2v^2+2v+1)$ lowers the fundamental by $9F/4$, to about 127 cm$^{-1}$. The two lines differ by $0.4455$ cm$^{-1}$, the sum of $0.4329$ and $0.0126$ cm$^{-1}$.

## 12. What the numerical check tests

The numerical check verifies the change of variable symbolically on a trial function and the block matrix elements by quadrature of the potential. It then solves the rotor by finite differences on the whole ring with no symmetry imposed, extrapolates in the grid step, and finds agreement with the union of the blocks to $4.7\times10^{-7}$ in $a$. It labels each ring state by $\langle C_3\rangle$, which is 1 for A. A real state in an E pair is $\alpha\chi+\alpha^*\chi^*$ with $|\alpha|^2=\tfrac12$, so it has $\langle C_3\rangle=\cos(2\pi/3)=-\tfrac12$. The order found is AEEEEAAEEEEAAEE, which is AEE, EEA, AEE, EEA, AEE. The A levels are compared with independent routines for $a_0,b_2,a_2,b_4,a_4$. Direct integration of the differential equation confirms $D=2$, $-1$ and $0$ at the A, E and centre values, $\det M=1$, and $D=1.1631\times10^5>2$ at $a=-2q-0.1$. The integral for $D'$ and the slope formula for $da_v/d\theta$ are compared with finite differences. Alternation and monotonic bands are tested for $v=0$ to 7 at six barriers from $q=0$ to 20, alternation also for the asymmetric potential, and the small-$q$ gaps and the three-quarter rule are tested at the values quoted above.

## Computed values

```
I = 20000 m_e a0^2, F = 2.5000e-05 Eh = 5.4869 cm^-1
V3 = 1.8000e-03 Eh = 395.05 cm^-1
q = 8.0000, s = 32.0000, barrier top a = 2q = 16.0000
9F/4 = 5.62500e-05 Eh; V3/2 = 9.000e-04 Eh; V3/4 = 4.500e-04 Eh
harmonic quantum 3 sqrt(F V3) = 6.36396e-04 Eh = 139.67 cm^-1
1 Eh = 219474.63 cm^-1 = 6579683.9 GHz
free rotor E/F: A 0 9 9 36 36; E 1 4 16 25 49
ring order of levels: AEEEEAAEEEEAAEE
max |ring - blocks| in a = 4.7e-07
D(a = -2q - 0.1) = 1.1631e+05
v=0 a_A = -10.6067292, a_E = -10.6057086, a(theta=pi) = -10.6053681, A parity +1
v=0 E_A = 3.0337148e-04 Eh = 66.5823 cm^-1; E_E = 3.0342889e-04 Eh = 66.5949 cm^-1
v=0 E_E-E_A = +5.74135e-08 Eh = +0.012601 cm^-1 = +0.37776 GHz
v=0 D(a_A) = 2.000000, D(a_E) = -1.000000, D'(a_E) = -2938.02
v=0 a_c = -10.6060489, D'(a_c) = -2938.81, t = -1.91404e-08 Eh, -3t = +5.74213e-08 Eh
v=0 band width = 7.65617e-08 Eh, (E_E-E_A)/width = +0.74990
v=1 a_A = -0.3893618, a_E = -0.4244275, a(theta=pi) = -0.4359436, A parity -1
v=1 E_A = 8.7809840e-04 Eh = 192.7203 cm^-1; E_E = 8.7612595e-04 Eh = 192.2874 cm^-1
v=1 E_E-E_A = -1.97245e-06 Eh = -0.4329 cm^-1 = -12.978 GHz
v=1 D(a_A) = 2.000000, D(a_E) = -1.000000, D'(a_E) = +86.5172
v=1 a_c = -0.4128263, D'(a_c) = +85.8783, t = +6.54997e-07 Eh, -3t = -1.96499e-06 Eh
v=1 band width = 2.62023e-06 Eh, (E_E-E_A)/width = -0.75278
v=2 a_A = 8.1152388, a_E = 8.5414785, a(theta=pi) = 8.7099144, A parity +1
v=2 E_A = 1.3564822e-03 Eh = 297.7134 cm^-1; E_E = 1.3804582e-03 Eh = 302.9755 cm^-1
v=2 E_E-E_A = +2.39760e-05 Eh = +5.2621 cm^-1 = +157.75 GHz
v=2 D(a_A) = 2.000000, D(a_E) = -1.000000, D'(a_E) = -6.24127
v=2 a_c = 8.3881899, D'(a_c) = -6.8085, t = -8.26173e-06 Eh, -3t = +2.47852e-05 Eh
v=2 band width = 3.34505e-05 Eh, (E_E-E_A)/width = +0.71676
v=3 a_A = 17.1825278, a_E = 14.7002602, a(theta=pi) = 14.1818804, A parity -1
v=3 E_A = 1.8665172e-03 Eh = 409.6532 cm^-1; E_E = 1.7268896e-03 Eh = 379.0085 cm^-1
v=3 E_E-E_A = -1.39628e-04 Eh = -30.645 cm^-1 = -918.71 GHz
v=3 D(a_A) = 2.000000, D(a_E) = -1.000000, D'(a_E) = +1.83858
v=3 a_c = 15.2841859, D'(a_c) = +1.57612, t = +3.56889e-05 Eh, -3t = -1.07067e-04 Eh
v=3 band width = 1.68786e-04 Eh, (E_E-E_A)/width = -0.82724
v=4 a_A = 19.2527051, a_E = 23.4311700, a(theta=pi) = 26.2209995, A parity +1
v=4 E_A = 1.9829647e-03 Eh = 435.2104 cm^-1; E_E = 2.2180033e-03 Eh = 486.7955 cm^-1
v=4 E_E-E_A = +2.35039e-04 Eh = +51.585 cm^-1 = +1546.5 GHz
v=4 D(a_A) = 2.000000, D(a_E) = -1.000000, D'(a_E) = -0.648132
v=4 a_c = 22.0769503, D'(a_c) = -0.802178, t = -7.01216e-05 Eh, -3t = +2.10365e-04 Eh
v=4 band width = 3.91967e-04 Eh, (E_E-E_A)/width = +0.59964
v=0 splitting/width at q = 4: 0.747920
v=0 splitting/width at q = 8: 0.749899
v=0 splitting/width at q = 16: 0.749999
q = 0.1: a_2-b_2 = 4.99446e-03, leading term = 5.00000e-03
q = 0.1: a_4-b_4 = 8.67998e-08, leading term = 8.68056e-08
skew V/F = 20(1-cos3g)+9(1-cos6g)+7 sin6g, (E_E-E_A)/F, v=0..4:
  +0.008701 -0.9246 +3.081 -8.92 +11.65
```
